# Weyl nodes as curvature monopoles and their cancellation in the zone

## 1. What symmetry fixes

Near a touching of two bands at $\mathbf k_0$, put $\mathbf k=\mathbf k_0+\mathbf q$ and take the linear pair Hamiltonian

$$H=E_0+\mathbf w\cdot\mathbf q+\mathbf d\cdot\boldsymbol\sigma,\qquad d_j=\sum_i q_i v_{ij},\qquad \det v\neq0 .$$

Its eigenvectors depend only on the direction of $\mathbf d$. In $\mathbf d$ space a rotation is carried out by a constant spin rotation, so the Berry curvature of the lower band is a rotation-covariant vector field and points along $\mathbf d$. Curvature contains two derivatives, and the eigenvectors do not change when $\mathbf d$ is scaled, so the field falls as $|\mathbf d|^{-2}$. It must be $g\,\mathbf d/|\mathbf d|^3$, with $g$ a number.

Berry flux through a surface depends only on the states on it. The flux through a sphere in $\mathbf q$ space is therefore the flux through its image, an ellipsoid around $\mathbf d=0$. The map preserves the outward orientation if $\det v>0$ and reverses it if $\det v<0$. The flux is $4\pi g\,\mathrm{sgn}\det v$, and the calculation below gives $g=\tfrac12$.

## 2. Curvature of the lower bands

Let $H(\mathbf k)$ be smooth, and let $|f_\alpha(\mathbf k)\rangle$ be a locally smooth orthonormal frame of the $n$ lowest bands. Such a frame exists wherever bands $n$ and $n+1$ are separated: project fixed vectors into the lower subspace and orthonormalize. Define

$$\mathbf A=i\sum_\alpha\langle f_\alpha|\nabla f_\alpha\rangle,\qquad \boldsymbol\Omega=\nabla\times\mathbf A,\qquad \chi=\frac1{2\pi}\oint\boldsymbol\Omega\cdot d\mathbf S ,$$

with outward normal and right-handed momentum axes. Repeated indices are summed. Second derivatives cancel in the curl, leaving

$$\Omega_i=i\epsilon_{iab}\langle\partial_a f_\alpha|\partial_b f_\alpha\rangle .$$

Insert $1=P+Q$, where $P$ projects on the lower bands. With $(M_a)_{\alpha\beta}=\langle f_\alpha|\partial_a f_\beta\rangle$, orthonormality gives $\langle\partial_a f_\alpha|f_\beta\rangle=-(M_a)_{\alpha\beta}$. The $P$ part is then $-\mathrm{tr}(M_aM_b)$, which is symmetric in $a,b$ and vanishes against $\epsilon_{iab}$. Only $Q$ remains. Under a frame change $f\to fW$, with $W$ unitary, $Q\partial_b f\to(Q\partial_b f)W$, so the trace is gauge invariant.

At a chosen point, rotate the frame by a constant matrix so that it consists of eigenvectors $|o\rangle$. Write $H|f_\alpha\rangle=|f_\beta\rangle h_{\beta\alpha}$, differentiate, and project on an upper eigenvector $|e\rangle$. The term with $\partial_b h$ drops because $\langle e|f_\beta\rangle=0$:

$$\langle e|\partial_bH|o\rangle+E_e\langle e|\partial_b f_o\rangle=E_o\langle e|\partial_b f_o\rangle .$$

Solving for $\langle e|\partial_bf_o\rangle$, and using its conjugate for the other factor,

$$\Omega_i=i\epsilon_{iab}\sum_{o\le n<e}\frac{\langle o|\partial_aH|e\rangle\langle e|\partial_bH|o\rangle}{(E_o-E_e)^2}. \tag{1}$$

Touchings among the lower bands do not enter the denominators. Where the gap between bands $n$ and $n+1$ is open, $\boldsymbol\Omega$ is smooth, and being locally a curl it satisfies $\nabla\cdot\boldsymbol\Omega=0$.

## 3. Field and charge of a linear node

The lower state $|-\rangle$ has energy $E_0+\mathbf w\cdot\mathbf q-|\mathbf d|$ and $\langle-|\boldsymbol\sigma|-\rangle=-\hat{\mathbf d}$. The velocity operator is $\partial_aH=w_a+v_{aj}\sigma_j$. The tilt $w_a$ multiplies the identity and has no matrix element between orthogonal states; it also cancels in the energy difference. Using $|+\rangle\langle+|=1-|-\rangle\langle-|$ and $\sigma_j\sigma_l=\delta_{jl}+i\epsilon_{jlp}\sigma_p$,

$$\langle-|\sigma_j|+\rangle\langle+|\sigma_l|-\rangle=\delta_{jl}-\hat d_j\hat d_l-i\epsilon_{jlp}\hat d_p .$$

The first two terms are symmetric and drop from (1). The squared gap is $4|\mathbf d|^2$, so

$$\Omega_i=\frac{\epsilon_{iab}\,\epsilon_{jlp}\,v_{aj}v_{bl}d_p}{4|\mathbf d|^3}.$$

Now put $d_p=q_m v_{mp}$. The determinant identity $\epsilon_{jlp}v_{aj}v_{bl}v_{mp}=\epsilon_{abm}\det v$, followed by $\epsilon_{iab}\epsilon_{abm}=2\delta_{im}$, gives

$$\boxed{\boldsymbol\Omega=\frac{\det v}{2}\,\frac{\mathbf q}{|v^{T}\mathbf q|^3}} \tag{2}$$

The field is radial in $\mathbf q$ even for an anisotropic node; only its strength depends on direction. For $v=1$ it is $\mathbf q/(2q^3)$, which confirms $g=\tfrac12$.

For the flux, evaluate $\int d^3q\,e^{-|v^T\mathbf q|}$ in two ways. With $\mathbf d$ as variable it is $8\pi/|\det v|$. In polar coordinates $\mathbf q=r\hat{\mathbf r}$ the radial integral is $\int_0^\infty r^2e^{-r|v^T\hat{\mathbf r}|}dr=2/|v^T\hat{\mathbf r}|^3$. Equating the two,

$$\oint\frac{d^2\hat r}{|v^T\hat{\mathbf r}|^3}=\frac{4\pi}{|\det v|},\qquad \oint\boldsymbol\Omega\cdot d\mathbf S=\frac{\det v}{2}\,\frac{4\pi}{|\det v|}=2\pi\,\mathrm{sgn}\det v .$$

Thus $\chi=\mathrm{sgn}\det v$. The sign refers to the lower band. The curvature summed over both bands vanishes, because then $Q=0$, so the upper band carries $-\chi$.

As a numerical instance, take the rows of $v$ to be $(1.00,0.40,0)$, $(-0.20,0.80,0.30)$, $(0.10,0,0.60)$, for which $\det v=0.54$, and $\mathbf q=(0.50,-0.30,0.40)$. Then $\mathbf d=(0.60,-0.04,0.15)$, $|\mathbf d|^3=0.238$, and the first component of (2) is $0.54\times0.50/(2\times0.238)=0.567$. Berry phases of small loops give the same value. Reversing the third row makes the computed charge $-1$.

The tilt used there, $\mathbf w=(0.30,0,1.00)$, exceeds the cone velocity along the third axis, $\sqrt{0.10^2+0.60^2}\approx0.61$. The node is overtilted, yet the charge is unchanged. "Lower" means the lower energy at each $\mathbf k$, not the states below a Fermi level.

## 4. Curved bands and additional bands

In a crystal the pair Hamiltonian has corrections of order $q^2$, from band curvature and from virtual coupling to other bands. Assume that the touching is twofold, so all other bands are a finite energy away. Let $r=|\mathbf q|$.

- The splitting of the pair is at least $2s\,r$ at linear order, where $s>0$ is the smallest singular value of $v$. Corrections of order $r^2$ rotate the pair states by $O(r)$, and mixing with other bands is also $O(r)$. The term of (1) with $o=n$, $e=n+1$ is therefore (2), which scales as $r^{-2}$, with relative corrections $O(r)$.
- All other terms of (1) have finite denominators and are bounded.

Hence $r^2\boldsymbol\Omega$ equals its monopole form up to $O(r)$. Between two small concentric spheres $\nabla\cdot\boldsymbol\Omega=0$, so the flux does not depend on $r$ and equals its limit at $r\to0$, which is $2\pi\,\mathrm{sgn}\det v$. Equivalently, $\nabla\cdot\boldsymbol\Omega=2\pi\chi\,\delta^3(\mathbf q)$ near the node.

Couple the model of Section 7 at $\lambda=0$ to a third orbital of energy $-5+\tfrac12\cos k_y$ through the matrix elements $0.6(1+e^{ik_x})$ and $0.5\,e^{i(k_y+k_z)}$, and take $n=2$, the node near $(-2.087,0.032,-1.583)$ and the direction $(0.48,0.60,0.64)$. In this three-band model the deviation of $r^2\boldsymbol\Omega$ from the monopole form along one direction falls from $0.0050$ at $r=0.1$ to $0.00045$ at $r=0.01$, consistent with this estimate.

For implementation, let the columns of $B$ be any two orthonormal states spanning the degenerate space at $\mathbf k_0$. First-order perturbation theory gives

$$v_{ij}=\tfrac12\mathrm{tr}\!\left[B^\dagger(\partial_iH)B\,\sigma_j\right].$$

A different basis replaces $v$ by $vR$ with $R$ a proper rotation, so $\det v$ is unchanged. A left-handed set of momentum coordinates would reverse its sign. This recipe, like (1), assumes that $H(\mathbf k)$ is written in an orthonormal basis that does not depend on $\mathbf k$. In a basis with overlap matrix $S(\mathbf k)$, expanding $(H-ES)c=0$ to first order about the node energy $E_0$ replaces $\partial_iH$ by $\partial_iH-E_0\,\partial_iS$, with $B^\dagger SB=1$; omitting the overlap term can reverse the sign of $\det v$.

If $\det v=0$, the linear theory does not determine the charge, and the flux must be computed on a surface where the gap is open.

## 5. Cancellation over the zone

Assume that bands $n$ and $n+1$ touch at finitely many points, all simple Weyl nodes, and that $H(\mathbf k+\mathbf G)=V_{\mathbf G}H(\mathbf k)V_{\mathbf G}^\dagger$ for reciprocal lattice vectors $\mathbf G$, with $V_{\mathbf G}$ independent of $\mathbf k$. A constant unitary drops out of (1), so $\boldsymbol\Omega$ is periodic.

Take a primitive cell of reciprocal space, shifted so that no node lies on its faces, and remove a small ball around each node. In the remainder $\boldsymbol\Omega$ is smooth and divergence-free. Its boundary consists of the cell faces and the ball surfaces, the latter with normals pointing into the balls:

$$0=\int_{\rm cell-balls}\nabla\cdot\boldsymbol\Omega\,d^3k=\oint_{\rm faces}\boldsymbol\Omega\cdot d\mathbf S-2\pi\sum_\nu\chi_\nu .$$

Opposite faces have equal fields and opposite normals, so the face integral vanishes:

$$\boxed{\sum_\nu\chi_\nu=0} \tag{3}$$

This is the Nielsen–Ninomiya cancellation for Weyl nodes. Periodicity is essential: a single linear cone in unbounded momentum space has no opposite face to return its flux. If some touchings are isolated but not simple, the same argument still makes the total flux vanish, but their charges need not equal $\mathrm{sgn}\det v$.

For a simple cubic zone, apply the argument to the slab $k_1<k_x<k_2$. The side faces cancel, and with $C(k_x)=\frac1{2\pi}\int\Omega_x\,dk_y\,dk_z$,

$$C(k_2)-C(k_1)=\sum_{k_1<k_x^\nu<k_2}\chi_\nu . \tag{4}$$

The Chern number of a slice changes by the charge of each node crossed.

## 6. Time reversal

Let $T$ be antiunitary and independent of $\mathbf k$, with $TH(\mathbf k)T^{-1}=H(-\mathbf k)$. The vectors $T|f_\alpha(\mathbf k)\rangle$ form a frame at $-\mathbf k$. In $\mathbf A(-\mathbf k)$ the derivative with respect to $-\mathbf k$ gives one minus sign; antiunitarity conjugates $\langle f_\alpha|\nabla f_\alpha\rangle$, which is imaginary, and gives another. Therefore $\mathbf A(-\mathbf k)=\mathbf A(\mathbf k)$ in this gauge, and taking the curl,

$$\boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k).$$

Inverting a sphere around $\mathbf k_0$ into one around $-\mathbf k_0$ reverses the outward normal too, so the flux is the same: nodes at $\mathbf k_0$ and $-\mathbf k_0$ have equal charge.

If these momenta are inequivalent, the pair contributes $\pm2$. By (3) there must be nodes of the opposite charge, and they also come in pairs if none is at an invariant momentum. That gives at least four. Invariant momenta, $2\mathbf K=\mathbf G$, have to be examined separately.

There, $\Theta=V_{\mathbf G}T$ satisfies $\Theta H(\mathbf K+\mathbf q)\Theta^{-1}=H(\mathbf K-\mathbf q)$. Since $V_{\mathbf G}$ is multiplication by position-dependent phases, $TV_{\mathbf G}T^{-1}=V_{\mathbf G}^{-1}$ and $\Theta^2=T^2$.

**Case $T^2=+1$ (spinless).** A twofold degenerate space at $\mathbf K$ has a basis of vectors with $\Theta|x\rangle=|x\rangle$, in which $\Theta$ is complex conjugation. The linear part $L(\mathbf q)$ of the pair Hamiltonian obeys $L(\mathbf q)^*=L(-\mathbf q)=-L(\mathbf q)$. Of the matrices $1,\sigma_1,\sigma_2,\sigma_3$ only $\sigma_2$ is imaginary, so $v$ has a single nonzero column and $\det v=0$. No simple node can sit there.

**Case $T^2=-1$ (spinful).** Antiunitarity gives $\langle x|\Theta x\rangle=\langle\Theta x|\Theta^2x\rangle^*=-\langle x|\Theta x\rangle=0$. Each eigenspace at $\mathbf K$ thus splits into orthogonal pairs and has even dimension, so the ordered levels pair as $(1,2),(3,4),\dots$

- For even $n$, $E_n=E_{n+1}$ would join two pairs into a level at least fourfold, which is not a simple node.
- For odd $n$, bands $n$ and $n+1$ touch at all eight invariant momenta. If these touchings are simple, as assumed, there are at least eight nodes.

When every touching of bands $n$ and $n+1$ is a simple node, as assumed for (3), the number of nodes is therefore zero or at least four. The model $H=\sum_i\sin k_i\,\sigma_i$ realizes the last case with eight nodes, four of each sign.

## 7. A lattice model with four nodes, then two

Take a spinless two-orbital model on a simple cubic lattice, with energies in units of a hopping $t$ and momenta in inverse lattice constants:

$$\mathbf d=\begin{pmatrix}\cos k_x+m(1-\cos k_y)+c\sin k_x\sin k_z\\ \sin k_y\\ \cos k_z+\lambda(1+\sin k_x)\end{pmatrix},\qquad m=1,\ c=0.5 .$$

With $T$ equal to complex conjugation, $d_1,d_3$ must be even in $\mathbf k$ and $d_2$ odd. This holds at $\lambda=0$; the term $\lambda\sin k_x$ breaks it.

**Time reversal present, $\lambda=0$.** The condition $d_2=0$ requires $k_y=0$ or $\pi$. At $k_y=\pi$, $d_1\ge2-\sqrt{1+c^2}>0$, so nodes need $k_y=0$. Then $d_3=0$ gives $k_z=\pm\pi/2$. With $\eta=\sin k_z=\pm1$, $d_1=0$ gives $\cos k_x=-c\,\eta\sin k_x$. At these points $v$ is diagonal:

$$v=\mathrm{diag}(-\sin k_x+c\,\eta\cos k_x,\;1,\;-\eta).$$

Using $\eta^2=1$ and then the node condition,

$$\det v=\eta\sin k_x-c\cos k_x=\eta(1+c^2)\sin k_x .$$

The node condition also gives $|\sin k_x|=1/\sqrt{1+c^2}$, hence $\det v=\mathrm{sgn}(k_xk_z)\sqrt{1+c^2}$, or $\pm\sqrt{1.25}=\pm1.118$.

| $k_x$ | $k_z$ | $\det v$ | $\chi$ |
|---|---|---|---|
| $-2.034$ | $-1.571$ | $1.118$ | $+1$ |
| $-1.107$ | $1.571$ | $-1.118$ | $-1$ |
| $1.107$ | $-1.571$ | $-1.118$ | $-1$ |
| $2.034$ | $1.571$ | $1.118$ | $+1$ |

Time-reversed partners, the first with the last and the second with the third, have equal charge, and the sum is $1-1-1+1=0$. Curvature integrals over spheres of radius $0.3$ and $0.8$ give the same charges. The slices at $k_x=-\pi,-\pi/2,0,\pi/2,\pi$ have $C=0,1,0,-1,0$, with the steps that (4) requires. Equation (4) fixes only differences; the values at $k_x=0$ and $\pm\pi$ vanish because time reversal gives $C(-k_x)=-C(k_x)$.

**Time reversal broken, $\lambda>0$.** Nodes still need $k_y=0$, because $d_1$ does not contain $\lambda$. Let $x=\sin^2k_z$. From $d_1=0$, $\cot k_x=-c\sin k_z$ and $|\sin k_x|=(1+c^2x)^{-1/2}$. Since $d_3=0$ makes $\cos k_z\le0$, the remaining condition is

$$\sqrt{1-x}=\lambda\left[1\pm(1+c^2x)^{-1/2}\right],$$

with the upper sign for $k_x>0$ and the lower for $k_x<0$. Each root with $0<x<1$ gives two nodes, $\sin k_z=\pm\sqrt x$.

For the upper sign, left minus right is $1-2\lambda$ at $x=0$ and negative at $x=1$. Its derivative is at most $-\tfrac12+\tfrac12\lambda c^2$, which is negative for $\lambda<1/c^2=4$. There is one root for $\lambda<\tfrac12$ and none for $\tfrac12<\lambda<4$. For the lower sign the difference falls from $1$ to a negative value, so there is one root for every $\lambda>0$.

The model therefore has four nodes for $0<\lambda<\tfrac12$ and two for $\tfrac12<\lambda<4$. At $\lambda=\tfrac12$ the pair with $k_x>0$ merges at $(\pi/2,0,\pi)$, where the third column of $v$, $(\lambda\cos k_x,0,-\sin k_z)$, vanishes and $\det v=0$. The numerical search finds four nodes at $\lambda=0.45$ and two at $0.55$. At $\lambda=0.8$ the survivors have $\det v=\pm1.127$, and the same slices give $C=0,1,0,0,0$. Two nodes satisfy zone periodicity; the minimum of four comes from time reversal.

## 8. Numerical orientation

For neighbouring momenta, $\det\langle f(\mathbf k)|f(\mathbf k+\boldsymbol\delta)\rangle\simeq1-i\mathbf A\cdot\boldsymbol\delta$. The Berry phase of a small closed loop is therefore minus the argument of the product of these determinants around it. For $\Omega_x$ the loop runs first along $+k_y$, then along $+k_z$; the opposite order reverses every charge. A sphere used to measure one charge must enclose one node and keep the gap between bands $n$ and $n+1$ open on its surface. The numerical check printed below uses these conventions.

## Computed results

```
Linear node, q = 0.50 -0.30 0.40 ; tilt w = 0.30 0.00 1.00
  row of v (units t a): 1.00 0.40 0.00
  row of v (units t a): -0.20 0.80 0.30
  row of v (units t a): 0.10 0.00 0.60
third row times +1: det v = 0.5400 (t a)^3, flux/2pi = 1.000000
  Omega from loops (a^2): 0.5671 -0.3403 0.4537 ; formula: 0.5671 -0.3403 0.4537
third row times -1: det v = -0.5400 (t a)^3, flux/2pi = -1.000000
  Omega from loops (a^2): -0.5743 0.3446 -0.4594 ; formula: -0.5743 0.3446 -0.4594
Lattice model: m = 1.0, c = 0.5, lambda = 0: 4 nodes
  k = -2.0344 0.0000 -1.5708 ; det v = 1.1180 (t a)^3; flux/2pi at r=0.3, 0.8: 1.000000 1.000000
  k = -1.1071 0.0000 1.5708 ; det v = -1.1180 (t a)^3; flux/2pi at r=0.3, 0.8: -1.000000 -1.000000
  k = 1.1071 0.0000 -1.5708 ; det v = -1.1180 (t a)^3; flux/2pi at r=0.3, 0.8: -1.000000 -1.000000
  k = 2.0344 0.0000 1.5708 ; det v = 1.1180 (t a)^3; flux/2pi at r=0.3, 0.8: 1.000000 1.000000
  sum of charges = 0
  Chern number at kx = -pi, -pi/2, 0, pi/2, pi (lambda = 0): 0 1 0 -1 0
lambda = 0.45: 4 nodes, sum of charges = 0
lambda = 0.55: 2 nodes, sum of charges = 0
lambda = 0.8: 2 nodes, sum of charges = 0
  k = -2.0330 0.0000 -1.6548 ; det v = 1.1267 (t a)^3
  k = -1.1086 0.0000 1.6548 ; det v = -1.1267 (t a)^3
  Chern number at kx = -pi, -pi/2, 0, pi/2, pi (lambda = 0.8): 0 1 0 0 0
lambda = 0.5, k = (pi/2, 0, pi): gap = 2.4e-16 t, |det v| = 0.0e+00 (t a)^3
Three-band model, two filled: 4 nodes, sum of charges = 0
  k = -2.0866 0.0322 -1.5834 ; det v = 1.1644 (t a)^3; flux/2pi = 1.000000
  k = -1.0631 -0.0966 1.6592 ; det v = -0.9906 (t a)^3; flux/2pi = -1.000000
  k = 1.0631 0.0966 -1.6592 ; det v = -0.9906 (t a)^3; flux/2pi = -1.000000
  k = 2.0866 -0.0322 1.5834 ; det v = 1.1644 (t a)^3; flux/2pi = 1.000000
  |r^2 Omega - monopole form| at r = 0.1, 0.01: 0.00503 0.00045
T^2=+1, invariant momenta: largest first, second singular value of v: 1.0826, 2.1e-17 t a
T^2=-1, levels of a random symmetric 4x4 matrix (t): -5.2213 -5.2213 0.9181 0.9181
Kramers model: 8 nodes, 4 positive, 4 negative
```
